\section*{Energy-conserving electron-lattice exchange at long time steps}

\section{What goes wrong with the obvious update}

Take electrons at 2500 K and a lattice at 300 K, with capacities typical of gold, and let them exchange heat in a single long time step. A natural update freezes both heat capacities at the start of the step and solves the resulting linear equations exactly. It is stable and smooth, and it ends with both temperatures near 446 K. The correct common temperature is 387 K. The update has created 0.93 eV/nm$^3$, two thirds of the 1.375 eV/nm$^3$ that the electrons held at the start.

A program that couples an electron temperature to a lattice needs a time step and a form of the exchange update. This guide derives an update that conserves the true energy at any step length, and then shows what a long step still costs in accuracy.

\section{Model and conventions}

The algebra uses atomic units with $k_B=1$; numbers are in nm, ps, eV and K. The electron and lattice temperatures $T_e$ and $T_l$ obey
\begin{align}
\gamma T_e\,\partial_t T_e&=\partial_z\!\left(k_0\frac{T_e}{T_l}\,\partial_z T_e\right)-G(T_e-T_l)+S,\\
C_l\,\partial_t T_l&=G(T_e-T_l).
\end{align}
The electron capacity $\gamma T_e$ is that of a degenerate metal. The lattice capacity $C_l$ and the coupling $G$ are constants, $S\ge0$ is the absorbed power density, and no heat leaves the film. Lattice conduction and melting are left out. The energy density is
\begin{equation}
E=\tfrac12\gamma T_e^2+C_lT_l .
\end{equation}
The electron term is the integral of the capacity, hence the factor $\tfrac12$.

\section{Exchange with a frozen capacity}

Replace $\gamma T_e$ by a constant $C$ and write $D=T_e-T_l$. Exchange alone gives $C\dot T_e=-GD$ and $C_l\dot T_l=GD$. Dividing by the capacities and subtracting,
\begin{equation}
\dot D=-G\left(\frac1C+\frac1{C_l}\right)D=-\frac{G}{\mu}D,\qquad \mu=\frac{CC_l}{C+C_l}.
\end{equation}
Hence $D'=De^{-G\tau/\mu}$ after a step $\tau$, where a prime marks the end of the step. The relaxation time is $\mu/G$. The heat passed to the lattice is
\begin{equation}
q=\int_0^\tau GD\,dt=\mu D\left(1-e^{-G\tau/\mu}\right),
\label{q}
\end{equation}
and the temperatures become $T_e'=T_e-q/C$ and $T_l'=T_l+q/C_l$.

\subsection*{Why the starting capacity fails}

With $C=\gamma T_e$ the lattice gains $q=-\gamma T_e(T_e'-T_e)$. The change of true energy is
\begin{align}
E'-E&=\tfrac12\gamma(T_e'^2-T_e^2)-\gamma T_e(T_e'-T_e)\nonumber\\
&=\tfrac12\gamma(T_e'-T_e)(T_e'+T_e-2T_e)=\tfrac12\gamma(T_e'-T_e)^2 .
\end{align}
It is never negative, so the errors of successive steps add. Each is of order $\tau^2$ and a fixed time holds a number of steps proportional to $1/\tau$, so the accumulated error is of order $\tau$. In the opening example $T_e$ falls to 445.9 K, and
\[
\tfrac12(4.4\times10^{-7})(2500-445.9)^2=0.928\ \mathrm{eV/nm^3}.
\]

One might keep this $q$ but subtract it from the true electron energy. That conserves $E$, yet it can take more energy than the electrons have. For a long step $q\to\mu D$, which exceeds $\gamma T_e^2/2$ when
\begin{equation}
\frac{C_l(T_e-T_l)}{\gamma T_e+C_l}>\frac{T_e}{2}
\quad\Longleftrightarrow\quad C_l(T_e-2T_l)>\gamma T_e^2 .
\end{equation}
For a large lattice capacity this means $T_e>2T_l$. In the example the electron energy turns negative at 0.94 relaxation times.

\section{The secant capacity}

Choose instead the mean capacity between the two ends of the step:
\begin{equation}
C=\tfrac12\gamma(T_e+T_e'),\qquad
C(T_e-T_e')=\tfrac12\gamma(T_e^2-T_e'^2).
\label{secant}
\end{equation}
The heat leaving the frozen-capacity electrons now equals the loss of true electron energy. The price is one scalar equation for $x=T_e'$:
\begin{equation}
F(x)=x-T_e+h=0,\qquad
h=\frac{C_lD}{C+C_l}\left(1-e^{-G\tau/\mu}\right),
\label{root}
\end{equation}
where $C=\gamma(T_e+x)/2$, $\mu$ follows from $C$, and $q=Ch$.

\subsection*{A root without overshoot}

The common equilibrium temperature $T_q$ satisfies $\gamma T_q^2/2+C_lT_q=E$. The positive root, multiplied above and below by its conjugate to avoid cancellation, is
\begin{equation}
T_q=\frac{2E}{C_l+\sqrt{C_l^2+2\gamma E}} .
\end{equation}
At $x=T_e$, $F=h$ has the sign of $D$. At $x=T_q$ the secant capacity is $C_q=\gamma(T_e+T_q)/2$, and energy conservation reads $C_q(T_e-T_q)=C_l(T_q-T_l)$. Therefore
\begin{equation}
D=(T_e-T_q)+(T_q-T_l)=(T_e-T_q)\frac{C_l+C_q}{C_l}.
\end{equation}
Inserting this in (\ref{root}), with $\mu_q$ formed from $C_q$, gives
\begin{equation}
F(T_q)=-(T_e-T_q)e^{-G\tau/\mu_q},
\end{equation}
which has the opposite sign to $D$. A root lies between $T_e$ and $T_q$ for every $\tau>0$. Since $E$ is conserved, $T_l'$ then lies between $T_l$ and $T_q$. Neither temperature crosses equilibrium, and both stay positive.

\subsection*{No second root}

Let $D>0$. With $y=G\tau/\mu$, differentiating (\ref{q}) gives
\begin{equation}
\frac{dq}{d\mu}=D\left[1-(1+y)e^{-y}\right]>0,
\end{equation}
because $e^y>1+y$. As $\mu$ grows with $C$, so does $q=Ch$. Thus $h+C\,dh/dC>0$, or $dh/dC>-h/C$. Since $dC/dx=\gamma/2$,
\begin{equation}
F'(x)=1+\frac{\gamma}{2}\frac{dh}{dC}>1-\frac{\gamma h}{2C}=1-\frac{h}{T_e+x}.
\end{equation}
At a root $h=T_e-x$, so $F'>2x/(T_e+x)\ge0$. Every root is an upward crossing, and a continuous function cannot cross upward twice without a downward crossing between. For $D<0$, both factors multiplying $D$ in $h$ fall as $C$ grows, so the negative $h$ rises and $F'>1$. In both cases the root is unique.

Bisection between $T_e$ and $T_q$ therefore finds it safely. The final update should apply $q$ to the energies,
\begin{equation}
T_e'=\sqrt{T_e^2-2q/\gamma},\qquad T_l'=T_l+q/C_l,
\end{equation}
so that a small remaining error in the root does not become an energy error. A test with 4000 random states, $T_e$ from 10 to $10^4$ K and steps from $10^{-3}$ to $10^3$ relaxation times, found no overshoot. The largest relative energy defect was $4\times10^{-16}$.

\subsection*{Order, and the error of one step}

For short steps (\ref{q}) gives $q=GD\tau+O(\tau^2)$, so the update is consistent. It is also time-symmetric. Exchanging the two ends leaves $C$ unchanged, and the frozen exponential with $-\tau$ undoes the one with $\tau$. If the leading error of one step is $a\tau^{p+1}$, going forward and back leaves $a\tau^{p+1}+a(-\tau)^{p+1}$, which must vanish. So $p$ is even, and the method is at least second order.

A limit gives the size of the error. Let $C_l$ be very large and $T_l$ negligible. The rate equation becomes $\gamma\dot T_e=-G$, a linear fall. The secant update becomes $T_e'=T_ee^{-G\tau/C}$. With $m=(T_e+T_e')/2$ and $\delta=T_e-T_e'$, taking the logarithm gives
\begin{equation}
\frac{G\tau}{\gamma}=m\ln\frac{m+\delta/2}{m-\delta/2}
=\delta\left(1+\frac{\delta^2}{12m^2}+\cdots\right).
\end{equation}
Each step thus cools by about $\delta^3/(12m^2)$ too little. Summing over nearly equal falls from $T_a$ to $T_b$ turns the sum into an integral:
\begin{equation}
\Delta T\simeq\frac{\delta^2}{12}\int_{T_b}^{T_a}\frac{dT}{T^2}
=\frac{\delta^2}{12}\left(\frac1{T_b}-\frac1{T_a}\right).
\label{error}
\end{equation}
In the example $T_e$ falls from 2500 to 1316 K in 4 ps. Sixteen steps give $\delta\simeq74$ K and an estimate of 0.16 K. The error against a quadrature solution of the rate equation is 0.18 K, although $T_l$ is not negligible there. With 32 steps it is 0.045 K, four times smaller. The start-frozen update errs by 21 and 11 K.

The opposite limit is a small $D$. The capacity then hardly changes, and the update reduces to $D'=De^{-G\tau/\mu}$, which decays at any step. Explicit Euler gives $D'=(1-G\tau/\mu)D$ and grows beyond two relaxation times. At three the factor is $-2$, so five steps should turn a gap of 1 K into 32 K; the nonlinear equations gave 30 K.

\section{Conduction and the full step}

Let $u=\gamma T_e^2/2$. Since $T_e\partial_zT_e=\partial_zu/\gamma$, conduction with a fixed lattice temperature is linear:
\begin{equation}
\partial_tu=\partial_z\left(\frac{k_0}{\gamma T_l}\partial_zu\right)+S .
\end{equation}
On equal cells with insulated ends this is $\dot u=Mu+S$. What leaves one cell enters its neighbour, so $M$ is symmetric with zero row and column sums and non-negative off-diagonal entries. Zero column sums make $e^{M\tau}$ conserve energy. Adding a large enough multiple $c$ of the unit matrix makes $M+c$ non-negative, so $e^{M\tau}=e^{-c\tau}e^{(M+c)\tau}$ has no negative entries. With unit row sums, each new $u$ is then a weighted mean of old ones, and conduction cannot lower the minimum.

With $\bar S$ the time average of the source over the step,
\begin{equation}
u'=e^{M\tau}u+\int_0^\tau e^{Ms}\bar S\,ds
=e^{M\tau}u+\tau\varphi(M\tau)\bar S,\qquad \varphi(x)=\frac{e^x-1}{x},
\end{equation}
with $\varphi(0)=1$. The average supplies the correct energy. Crank--Nicolson multiplies a mode of rate $\lambda<0$ by $(1+\lambda\tau/2)/(1-\lambda\tau/2)$, which tends to $-1$ for long steps. For 4 nm cells at 300 K and 5 ps its matrix has an entry of $-0.92$, so positivity is lost.

The full step is half an exchange, a full conduction step with source, and half an exchange. If $A$ and $B$ generate the two evolutions,
\begin{equation}
e^{\tau A/2}e^{\tau B}e^{\tau A/2}=1+\tau(A+B)+\tfrac12\tau^2(A+B)^2+O(\tau^3).
\end{equation}
The $A^2$ terms add as $\frac18+\frac18+\frac14=\frac12$, and $AB$ and $BA$ each receive $\frac12$. The secant update replaces each exact half exchange with an error of $O(\tau^3)$, as shown above. Replacing $S$ by its average costs a further $O(\tau^3)$ per step, because the deviation from the average integrates to zero. The scheme is second order if the step resolves the pulse and the relevant spatial modes.

\section{A heated gold film}

A 100 nm film at 300 K absorbs 150 eV/nm$^2$ (2.4 mJ/cm$^2$) from a 0.2 ps pulse centred at 0.5 ps, deposited over an effective depth of 50 nm. The parameters are $\gamma=4.4\times10^{-7}$ eV/(nm$^3$K$^2$), $C_l=0.0155$ eV/(nm$^3$K), $G=1.6\times10^{-4}$ eV/(nm$^3$K\,ps) and $k_0=2$ eV/(ps\,nm\,K).

With 25 cells and 0.02 ps steps, the front electrons peak at 2691 K at 0.64 ps; 50 cells change this peak by 0.2 K, and resolving the time step fully raises it by about 0.4 K. By 1 ps the front and back electrons differ by 3 K. At 20 ps all temperatures lie between 395 and 397 K. The energy balance agrees: the mean supply is $150/100=1.5$ eV/nm$^3$, and heating to 395.8 K takes
\[
0.0155(95.8)+\tfrac12(4.4\times10^{-7})(395.8^2-300^2)=1.50\ \mathrm{eV/nm^3}.
\]
At the front the electrons are then 0.8 K colder than the lattice, and at the back 0.7 K hotter. By the exchange law, the electrons take heat from the lattice at the front and return it at the back.

Against an adaptive integration of the original temperature equations on the same cells, the largest error at 2 ps is 0.011 K for 0.04 ps steps and 0.003 K for 0.02 ps. The observed order is 1.84, somewhat below two. Two further halvings of the step, to 0.01 and 0.005 ps, give orders of 1.90 and 1.94, so the order approaches two as the step shrinks.

For long steps, the errors of the film-averaged temperatures at 20 ps, relative to the 0.02 ps run, are:
\begin{center}
\begin{tabular}{rrr}
step (ps) & $T_e$ error (K) & $T_l$ error (K)\\
5 & 0.06 & 0.00\\
10 & 1.6 & $-0.02$\\
20 & 220 & $-3.2$
\end{tabular}
\end{center}
The relaxation time is 0.82 ps at 300 K but 6.4 ps for 2500 K electrons. In all three runs the energy balance held to about $10^{-12}$ of the supply, and no temperature fell below 300 K. The small errors at 5 and 10 ps concern a state near equilibrium, which conservation largely fixes; they say nothing about the transient. The 20 ps run deposits the pulse and then has one half exchange of 10 ps left. The fine run has cooled to 463 K by 10 ps, 67 K above its final value, so lack of time explains only about 70 K of the 220 K at most. The rest is the error of taking the exchange in a single long step. The missing lattice heat matches the electron excess:
\[
\frac{\tfrac12(4.4\times10^{-7})(615.8^2-395.8^2)}{0.0155}=3.2\ \mathrm K.
\]
The numerical output gives the temperatures at intermediate times.

\section{Choosing the settings}

If the update is selectable, prefer one that conserves the total energy, with the electron part taken as the integral of the electron capacity. Conservation of $CT_e+C_lT_l$ with a starting capacity is not a substitute. If only the start-frozen form is available, the created energy $\gamma(\Delta T_e)^2/2$ per step limits the step.

For a transient, resolve the pulse and keep the electron cooling per step small. When $T_e\gg T_l$ and $C_l\gg\gamma T_e$, use $\delta\simeq G\tau/\gamma$ in (\ref{error}); here $G/\gamma\simeq360$ K/ps. This overstates the fall per step when $T_l$ is not negligible: for the sixteen steps of the exchange example it gives 0.25 K, against a true error of 0.18 K. For the film-averaged final temperatures alone, longer steps can serve, provided that the exchange steps after the pulse bring electrons and lattice together. Comparing the final $T_e$ and $T_l$ shows whether they do. Halving the step tests only whether the result depends on the step.

For a tabulated electron energy $u(T)$, the secant capacity is $[u(T_e')-u(T_e)]/(T_e'-T_e)$. Conservation carries over by the same algebra, but the uniqueness proof above used a linear capacity.

\section{How far the model reaches for real gold}

The parameters are rough typical values for gold films under femtosecond pulses. The example stays well below melting: bringing the film to about 1340 K would take 1650 eV/nm$^2$, eleven times the absorbed energy, before any latent heat. Of the effects sized here, the largest change in the peak comes from the conductivity law, which ignores scattering between electrons. Take its ratio to lattice scattering as $rT_e^2/T_l$, with a rough $r=10^{-4}$ K$^{-1}$. It is then 2.4 times as strong as lattice scattering at the peak. Including it raises the front peak from 2691 to 2964 K, about 10\%, but the front lattice temperature at 20 ps by only 1 K. This run freezes the electron scattering over each 0.02 ps step; resolving its change in time raises the peak by a further 9 K. Thermally excited $d$ electrons would add about 3\% to the electron capacity at the peak, in an estimate at fixed chemical potential with a box band 5 eV wide whose top lies 2.0 eV below the Fermi level. The figure is sensitive to that rough position: it is 7\% for 1.8 eV and 13\% for 1.6 eV. The peak falls by about 6, 12 and 25 K in the three cases, still far less than the change from the conductivity law. Lattice conduction spreads heat over some 5 nm in 20 ps, little beside the film thickness.

Two assumptions are weaker. The electron mean free path at 300 K is about 32 nm, not small beside the 50 nm deposition depth, so diffusion is a crude description of the first transport. The free path divided by a rough Fermi velocity of 1400 nm/ps gives a lattice collision time of 0.0232 ps at 300 K. There the scattering ratio is $r\times300$ K, which gives thermal electrons a mutual collision time of $0.0232/(10^{-4}\times300)\simeq0.8$ ps, longer than the pulse, although it falls to 0.01 ps at the peak. An electron temperature may thus be poorly defined early in the pulse. This estimate is for thermal electrons only; those excited far above the Fermi level collide sooner. The effects of these two points, of a temperature-dependent $G$ and of heat loss to a substrate on the temperatures were not computed. A smaller time step removes none of them.

\section*{Calculated quantities}
\begin{verbatim}
gamma 4.40e-07 eV/(nm^3 K^2); Cl 0.0155 eV/(nm^3 K)
G 1.60e-04 eV/(nm^3 K ps); k0 2.00 eV/(ps nm K)
film 100 nm; deposition depth 50 nm; cells 25
start 300 K; pulse FWHM 0.20 ps, centre 0.50 ps
absorbed 150 eV/nm^2 = 2.40 mJ/cm^2
relaxation time at 300 K: 0.818 ps
exchange test start: Te 2500 K, Tl 300 K
its relaxation time 6.419 ps; long step 64.19 ps
true equilibrium temperature 386.588 K
start-frozen result: Te 445.88 K, Tl 445.78 K
initial electron energy 1.3750 eV/nm^3
start-frozen spurious energy 0.9283 eV/nm^3
energy-form remainder -0.8845 eV/nm^3
energy form turns negative at 0.938 relax. times
secant result: Te 386.589 K, Tl 386.588 K
largest random relative energy defect 4.4e-16
exchange reference at 4 ps: Te 1316.0357 K
secant errors, 16/32 steps: 0.17913, 0.04481 K; order 1.999
start-frozen errors, 16/32 steps: 20.914, 10.633 K; order 0.976
Euler gap after 5 steps of 3 relax. times, from 1 K: 30.3 K
Crank-Nicolson smallest matrix entry at 5 ps: -0.918
solver errors at 2 ps, dt 0.04/0.02 ps: 1.07e-02, 3.00e-03 K; order 1.835
fine run dt 0.02 ps; relative energy defect -2.6e-14
front electron peak 2691.3 K at 0.64 ps
same peak with 50 cells: 2691.5 K
t (ps): Te front, Te back, Tl front, Tl back (K)
0.5: 2166.95, 1517.50, 301.90, 301.07
1.0: 2457.44, 2454.47, 313.46, 311.50
2.0: 2143.53, 2143.50, 333.85, 331.90
5.0: 1286.81, 1286.77, 375.53, 373.64
10.0: 462.82, 462.71, 395.94, 394.15
20.0: 395.90, 395.78, 396.67, 395.04
long dt (ps): mean Te error, mean Tl error (K), energy defect
5: 0.06, -0.00, -3.6e-13
10: 1.61, -0.02, 2.4e-13
20: 220.00, -3.16, 1.1e-12
e-e scattering ratio (rough) 1.0e-04 1/K
e-e/lattice scattering at peak 2.37
front peak with e-e scattering 2964.2 K
front Tl at 20 ps with e-e scattering 397.74 K
Fermi velocity (rough) 1400 nm/ps; free path 32.5 nm
lattice collision time at 300 K 0.0232 ps
e-e collision time at peak 0.0096 ps
d band (rough): top 2.0 eV below EF, width 5.0 eV
d/s electron capacity ratio at peak 0.0335
kB*Te/EF at peak 0.0422, with rough EF 5.5 eV
lattice diffusion length in 20 ps 4.54 nm
energy to reach rough melting point 1340 K: 1650 eV/nm^2
\end{verbatim}
